# Blueshift of Donor-Acceptor Emission When the Pair Separation Halves

## The form of the answer

The recombination of an electron on a donor with a hole on an acceptor leaves two opposite ions at a distance $R$. If the ions act as point charges in a uniform dielectric, their electrostatic energy can depend on two quantities: $R$ and the combination

$$
k=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r},
$$

where $e$ is the positive elementary charge and $\varepsilon_r$ the relative permittivity. Since $k$ has the dimension of energy times length, the energy that they can form is a pure number times $k/R$. When the separation changes from $R_1$ to $R_2$, the photon energy must therefore change by

$$
\Delta h\nu=C\,k\left(\frac1{R_2}-\frac1{R_1}\right).
$$

Dimensions do not fix $C$. For two single charges Coulomb's law gives magnitude one. The sign follows from the energy balance: opposite ions attract, so a closer pair has a lower final energy, and the photon carries away more. Hence $C=+1$.

For $\varepsilon_r=12.9$, $k=111.63$ meV nm. With $R_1=20$ nm and $R_2=10$ nm,

$$
\Delta h\nu=111.63\left(\frac1{10}-\frac1{20}\right)\ \text{meV}
=\frac{111.63}{20}\ \text{meV}=5.58\ \text{meV},
$$

or $2.05\times10^{-4}$ hartree. Halving a separation adds as much Coulomb energy as was there before, since $k/(R_1/2)-k/R_1=k/R_1$.

This argument treats the initial state as if it had no energy that depends on $R$. That needs examination, because a shallow donor orbital in such a host can itself be 10 nm in radius.

## Energy balance

Take as zero of energy the crystal with a full valence band, an empty conduction band, and the ions $D^+$ and $A^-$ infinitely far apart. The host is uniform and isotropic, and $R$ is much larger than the lattice spacing.

Creating a free electron and a free hole costs the gap $E_g$. Binding the electron to the donor releases $E_D$, and binding the hole to the acceptor releases $E_A$. Bringing the two neutral impurities to the distance $R$ changes the energy by an amount called $W(R)$. The initial energy is

$$
E_i=E_g-E_D-E_A+W(R).
$$

After recombination the ions remain, with energy

$$
E_f=-\frac{k}{R}.
$$

The photon energy of the transition without phonons is the difference:

$$
h\nu(R)=E_i-E_f=E_g-E_D-E_A+\frac{k}{R}+W(R).
$$

The plus sign in front of $k/R$ comes from subtracting a negative final energy. For two separations with the same host and impurity species, $E_g$, $E_D$ and $E_A$ cancel:

$$
\Delta h\nu=k\,\frac{R_1-R_2}{R_1R_2}+W(R_2)-W(R_1).
$$

The first term is the estimate above; the rest is its correction.

The same $k/R$ can be found by counting interactions in the initial state. The electron near the donor is repelled by the acceptor ion, which gives $+k/R$. The hole near the acceptor is repelled by the donor ion, which gives another $+k/R$. The electron and hole attract, which gives $-k/R$. Their sum is $+k/R$. The attraction between the ions is present before and after emission and drops out of the photon energy.

## The Coulomb term from the field

The magnitude of the ion energy can be derived from the field energy density $\varepsilon E^2/2$, with $\varepsilon=\varepsilon_0\varepsilon_r$. For $\mathbf E=\mathbf E_1+\mathbf E_2$, the square contains $2\mathbf E_1\cdot\mathbf E_2$, so the interaction energy is

$$
U=\varepsilon\int\mathbf E_1\cdot\mathbf E_2\,d^3r.
$$

Put charge $q_1$ at the origin and $q_2$ at $\mathbf R$:

$$
\mathbf E_1=\frac{q_1\hat{\mathbf r}}{4\pi\varepsilon r^2},\qquad
\mathbf E_2=\frac{q_2(\mathbf r-\mathbf R)}{4\pi\varepsilon|\mathbf r-\mathbf R|^3}.
$$

In spherical coordinates the factor $r^2$ of the volume element cancels the $1/r^2$ of $\mathbf E_1$:

$$
U=\frac{q_1q_2}{16\pi^2\varepsilon}\int d\Omega\int_0^\infty dr\,
\frac{\hat{\mathbf r}\cdot(\mathbf r-\mathbf R)}{|\mathbf r-\mathbf R|^3}.
$$

Along a ray of fixed direction the integrand is $-d(1/|\mathbf r-\mathbf R|)/dr$. The radial integral is thus the value of $1/|\mathbf r-\mathbf R|$ at the origin minus its value at infinity, which is $1/R$. The single ray through the second charge has no weight in the angular integral. The solid angle supplies $4\pi$, and

$$
U=\frac{q_1q_2}{4\pi\varepsilon R}.
$$

With $q_1=e$ and $q_2=-e$, $U=-k/R$. Direct numerical integration of the field product for both separations also gives a shift of 5.581 meV.

The static permittivity belongs here because the line without phonons ends in the relaxed lattice, in which the ions of the host have also moved to screen the new charges.

## Why the neutral pair interacts weakly

Use a single-band effective-mass model with rough round masses $m_e=0.07$ and $m_h=0.35$ in units of the free-electron mass. The hydrogenic radii, proportional to $\varepsilon_r/m$, are $a_D=9.75$ nm and $a_A=1.95$ nm. The binding energies follow from $E=k/(2a)$:

$$
E_D=\frac{111.63}{2\times9.75}\ \text{meV}=5.72\ \text{meV},\qquad
E_A=\frac{111.63}{2\times1.95}\ \text{meV}=28.6\ \text{meV}.
$$

At $R=10$ nm the acceptor lies well inside the donor's electron cloud. What matters is the potential that the electron meets there. The hole density at distance $s$ from the acceptor is $e^{-2s/a_A}/(\pi a_A^3)$. The part of this cloud inside radius $s$ contributes to the potential, per unit $k$,

$$
\frac1s\left[1-e^{-2s/a_A}\left(1+\frac{2s}{a_A}+\frac{2s^2}{a_A^2}\right)\right],
$$

and the part outside contributes

$$
\frac4{a_A^3}\int_s^\infty r e^{-2r/a_A}dr
=e^{-2s/a_A}\left(\frac{2s}{a_A^2}+\frac1{a_A}\right).
$$

Their sum is $1/s-(1/s+1/a_A)e^{-2s/a_A}$. The hole attracts the electron and the acceptor ion repels it with $k/s$, so the long-range parts cancel:

$$
V_A(s)=k\left(\frac1s+\frac1{a_A}\right)e^{-2s/a_A}.
$$

This repulsion has a short range. To first order in the interaction, with $a_A$ much smaller than both $a_D$ and $R$, the electron density may be taken at the acceptor and moved outside the integral. The volume integral is

$$
\int V_A\,d^3s
=4\pi k\int_0^\infty\left(s+\frac{s^2}{a_A}\right)e^{-2s/a_A}ds
=4\pi k\left(\frac{a_A^2}{4}+\frac{a_A^2}{4}\right)
=2\pi k a_A^2.
$$

Multiplication by the donor density $e^{-2R/a_D}/(\pi a_D^3)$ gives

$$
J\simeq\frac{2k a_A^2}{a_D^3}e^{-2R/a_D}.
$$

The donor ion also meets the acceptor's potential, but that term contains $e^{-2R/a_A}$ and is much smaller here. At 10 nm,

$$
J\simeq\frac{2(111.63)(1.95)^2}{(9.75)^3}e^{-2.05}\ \text{meV}
=0.118\ \text{meV}.
$$

Integration over the full clouds, including the donor-ion term, gives 0.115 meV at 10 nm and 0.016 meV at 20 nm. The estimate survives at $R\simeq a_D$ because the acceptor is compact and neutral, although the donor is not compact.

## The full interaction in the model

First order leaves out the distortion of the clouds and the correlation of the two particles. Both are contained in the electron-hole Hamiltonian. With $a_D$ as length, $k/a_D$ as energy and $\mu=m_h/m_e=5$, it reads

$$
H=-\frac{\nabla_e^2}{2}-\frac{\nabla_h^2}{2\mu}
-\frac1{r_{eD}}+\frac1{r_{eA}}-\frac1{r_{hA}}+\frac1{r_{hD}}-\frac1{r_{eh}}.
$$

The ion-ion energy is omitted, so the lowest eigenvalue, added to $E_g$, is directly the photon energy. It was computed variationally in a finite Gaussian basis. At 48.8 nm it is $-32.042$ meV, while $-E_D-E_A+k/R$ gives $-32.050$ meV. The difference of 0.008 meV is small beside the Coulomb term of 2.29 meV at that distance. This tests the sign and size of the $1/R$ term in a calculation that contains the separate attractions and repulsions.

Subtracting $k/R$ and the ground-state energies of the isolated donor and acceptor, computed in the same basis, gives $W=-0.001$ meV at 20 nm and $-0.061$ meV at 10 nm. The shift changes by $-0.060$ meV, about 1% of its value, and becomes 5.52 meV. At 10 nm the first-order repulsion of 0.115 meV is outweighed by a lowering of about 0.18 meV from distortion and correlation. The small $W$ is therefore partly a cancellation, but each part is itself small compared with 5.58 meV.

Without the $d$ functions of the basis, the change of the shift is $-0.046$ meV. The choice of basis thus matters at the level of 0.01 meV, and the last digit of the correction has no physical weight. The basis is a product of electron and hole orbitals. With Gaussians that depend explicitly on the electron-hole distance, $W$ settles near $-0.069$ meV at 10 nm and $-0.002$ meV at 20 nm, which moves the shift to 5.51 meV. Since $W$ is a difference of variational energies, it is not a bound.

With the hole mass doubled, and the separation of 10 nm, the electron mass and the permittivity held fixed, $W$ shrinks to $-0.002$ meV. A small total could again be a cancellation, so the two parts were tested separately: each fell below 0.6 of its former magnitude. This supports the role of the acceptor's compactness.

## Which pairs dominate the spectrum

The shift formula takes the two separations as given. A simple rate model shows when a change from 20 to 10 nm is plausible.

If the correlation between electron and hole is neglected, the transition rate $\Gamma$ is proportional to the squared overlap of the two isolated envelopes. For a compact acceptor the donor envelope can be taken at the acceptor, so

$$
\Gamma(R)\propto e^{-2R/a_D},\qquad
\frac{\Gamma(10\ \text{nm})}{\Gamma(20\ \text{nm})}\simeq e^{20/9.75}=7.8.
$$

The integrated overlap gives 6.6. The difference comes from the finite acceptor size, whose leading effect can be estimated. Averaging the donor envelope $\psi$ over a sphere of radius $s$ gives $\psi+s^2\nabla^2\psi/6$ to leading order, with

$$
\nabla^2e^{-r/a_D}=\left(\frac1{a_D^2}-\frac2{a_Dr}\right)e^{-r/a_D}.
$$

Weighted with the acceptor envelope $e^{-s/a_A}$, the mean of $s^2$ is $12a_A^2$. The overlap is therefore multiplied by

$$
1+2\left(\frac{a_A}{a_D}\right)^2\left(1-\frac{2a_D}{R}\right),
$$

which is 0.924 at 10 nm and 1.002 at 20 nm. The squared ratio is 0.85, and $0.85\times7.8=6.6$.

Suppose that an ionized pair is refilled at a rate $G$. If $p$ is the probability that it is neutral, the steady state requires $G(1-p)=\Gamma p$, hence $p=G/(G+\Gamma)$. The emission rate per pair is

$$
\Gamma p=\frac{G\Gamma}{G+\Gamma}.
$$

For $G\ll\Gamma$ it is $G$, whatever the separation. For $G\gg\Gamma$ it is $\Gamma$, which favours close pairs. Stronger excitation therefore moves the emission towards shorter separations and higher photon energy.

There is a limit to this movement. For randomly placed, dilute impurities, the number of pairs in $dR$ is proportional to $R^2dR$. A spectrum counts photons per energy interval, and $|dR/d(h\nu)|=R^2/k$ when $W$ is neglected. In full saturation the spectral intensity is thus proportional to $R^4e^{-2R/a_D}$. Setting its logarithmic derivative to zero,

$$
\frac4R-\frac2{a_D}=0,\qquad R=2a_D=19.5\ \text{nm}.
$$

In this model, and in the dilute limit, saturation brings the spectral peak down to about 20 nm and no further. If each donor pairs with its nearest acceptor, the added factor $e^{-4\pi NR^3/3}$ lowers this to about 17 nm at $10^{16}$ cm$^{-3}$. The 10 nm pairs lie on the high-energy side of the peak. For these parameters, the 5.6 meV shift describes a comparison of selected pairs, or a population whose distances are not random; stronger excitation alone does not carry the peak from 20 to 10 nm. It can still produce a peak shift of similar size by starting from much larger separations. The Coulomb term at the peak rises from near zero at very weak excitation to $k/(2a_D)=5.7$ meV in saturation, and finite doping reduces this range because it removes the most distant pairs.

Heavier doping is another way to shorten distances. The density whose mean volume per impurity is a sphere of radius $R$ is $3/(4\pi R^3)$: $3.0\times10^{16}$ cm$^{-3}$ for 20 nm and $2.4\times10^{17}$ cm$^{-3}$ for 10 nm. The rough criterion for donor orbitals to merge, $N^{1/3}a_D\simeq0.25$, gives $1.7\times10^{16}$ cm$^{-3}$. Both densities exceed it, the second by a factor of 14, so isolated donor levels cannot be assumed there. If donors and acceptors are both doped lightly, at $10^{15}$ cm$^{-3}$ each, the isolated picture is reasonable, but just 0.42% of donors have an acceptor within 10 nm if positions are random.

## Screening, lattice and temperature

Free carriers weaken the attraction of the final ions. In linear Debye theory, with carriers that have adjusted to the ions, the pair energy is $-ke^{-R/\lambda}/R$ plus terms independent of $R$. Expansion for $R\ll\lambda$ gives

$$
\frac{e^{-R/\lambda}}R=\frac1R-\frac1\lambda+\frac R{2\lambda^2}-\cdots.
$$

The term $-1/\lambda$ cancels between the two separations. The next one changes the shift by $k(R_2-R_1)/(2\lambda^2)$. Division by $k(R_1-R_2)/(R_1R_2)$ gives the relative change

$$
\frac{\delta(\Delta h\nu)}{\Delta h\nu}\simeq-\frac{R_1R_2}{2\lambda^2}.
$$

For $10^{14}$ carriers per cm$^3$ at 10 K, $\lambda=78.4$ nm. The leading term is $-0.091$ meV and the unexpanded expression gives $-0.080$ meV, about 1.4% of the shift. The carriers are nondegenerate, with a density 0.035 times the effective density of band states. However, a sphere of radius $\lambda$ holds about 0.2 carriers, so a mean-field treatment is not justified quantitatively. The result shows the scale of the effect, not a correction to be applied.

If the initial neutral pair left the host lattice unpolarized, and the lattice stayed rigid during emission, the rough high-frequency permittivity 10.9 would replace 12.9. The shift would be $5.58\times12.9/10.9=6.61$ meV, 18% larger. This refers to the vertical transition energy and not to the line without phonons. It is only a rough guide here, because the donor ion already polarizes the lattice inside its wide electron cloud.

At 10 K the thermal energy is 0.86 meV, well below the donor binding energy of 5.72 meV. At 300 K it is 25.9 meV, more than four times that binding energy. Lightly doped shallow donors are then mostly ionized, and the assumed initial state is lost.

## Comparison with a real semiconductor

The parameters lie in the regime of shallow impurities in a direct-gap III-V semiconductor at low temperature; the masses and the gap of 1.52 eV are rough. Without $W$, the photon energies are

$$
1.52-0.03434+0.00558=1.4912\ \text{eV}
\quad\text{and}\quad
1.52-0.03434+0.01116=1.4968\ \text{eV}.
$$

The wavelengths $hc/(h\nu)$ are 831.4 and 828.3 nm, a change of $-3.1$ nm. The absolute values inherit the uncertainty of the gap and binding energies, which cancels in the energy shift. Real samples break the assumption of an isolated pair in a uniform host. Another ion at distance $d\gg R$ changes the energy of the final ion pair by up to about $kR/d^2$. For $10^{15}$ charged impurities per cm$^3$, a typical $d$ is 62 nm, which gives a scale of 0.3 meV for the 10 nm pair and 0.6 meV for the 20 nm pair. These are typical sizes, not upper limits: for random positions nearly half of the pairs are shifted by more, and about one in ten by some three times as much or more. The sign depends on orientation, so random surroundings mainly broaden the line in this estimate. The model also omits valence-band degeneracy, the atomic structure of the impurity cores and electron-hole spin exchange.

The point-ion estimate and the variational model calculation differ by about 1%: 5.58 meV for point ions and 5.51 to 5.52 meV, depending on the basis, with the model's neutral-pair interaction. The separations themselves matter more. Differentiating $k/R$ gives a sensitivity of $k/R^2$, which is 1.1 meV per nm at 10 nm and 0.28 meV per nm at 20 nm. An uncertainty of 1 nm in the shorter distance therefore changes the shift by about 20%, far more than $W$ does. An error of 1% in the permittivity changes it by 0.06 meV. For these given separations, a blueshift of about 5.6 meV is the appropriate statement. The computed values are listed in the numerical output below.

## Table of computed values

```
Static relative permittivity: 12.9
Separations: 20 and 10 nm
Coulomb constant k in host: 111.63 meV nm
Coulomb energy at 20 nm: 5.581 meV
Coulomb energy at 10 nm: 11.163 meV
Blueshift, point ions: 5.581 meV
Blueshift from field integral: 5.581 meV
Blueshift: 2.051e-04 hartree
Gap (rough): 1.52 eV
Electron, hole mass (rough): 0.07, 0.35 m0
Donor, acceptor radius: 9.75, 1.95 nm
Donor, acceptor binding: 5.72, 28.62 meV
Photon energy at 20 nm, W=0: 1.4912 eV
Photon energy at 10 nm, W=0: 1.4968 eV
Wavelengths: 831.42 and 828.32 nm
Wavelength change: -3.10 nm
Far test separation: 48.8 nm
Far pair energy, computed: -32.042 meV
Far pair energy, 1/R law: -32.050 meV
First-order J at 20 nm: 0.0156 meV
First-order J at 10 nm: 0.1152 meV
Compact-acceptor J at 10 nm: 0.1178 meV
Neutral interaction W at 20 nm: -0.001 meV
Neutral interaction W at 10 nm: -0.061 meV
Change of shift from W: -0.060 meV
Same without d functions: -0.046 meV
Shift including W: 5.52 meV
W at 10 nm, doubled hole mass: -0.002 meV
Rate ratio 10/20 nm, overlap: 6.55
Rate ratio, exponential rule: 7.77
Temperature: 10 K; kT: 0.862 meV
kT at 300 K: 25.85 meV
Free carriers assumed: 1.0e+14 cm^-3
Carrier density / band density: 0.035
Debye length: 78.4 nm
Change of shift from screening: -0.080 meV
Screening change, leading term: -0.091 meV
High-frequency permittivity (rough): 10.9
Shift if lattice stayed rigid: 6.61 meV
Density for 20 nm sphere radius: 2.98e+16 cm^-3
Density for 10 nm sphere radius: 2.39e+17 cm^-3
Donor-overlap (Mott) density, rough: 1.7e+16 cm^-3
Light acceptor doping assumed: 1.0e+15 cm^-3
Donors with acceptor within 10 nm: 0.42 %
```
